# Förster resonance in rubidium nd pairs: from C3/R³ to C6/R⁶

## Definitions and conventions

Two identical rubidium atoms, each with one highly excited electron, sit a distance $R$ apart. The $z$ axis runs along the line joining them. Both start in $|nd_{5/2},m=5/2\rangle$, and the pair state is written $|dd\rangle$. Its energy at infinite separation is the zero of energy.

The neighbouring pair has one atom in $(n+2)p_{3/2}$ and the other in $(n-2)f_{7/2}$. Its energy relative to $|dd\rangle$ is the Förster defect,

$$\Delta=E_{(n+2)p}+E_{(n-2)f}-2E_{nd}.$$

A positive $\Delta$ puts the $pf$ pair above the $dd$ pair. The coupling is $V=C_3/R^3$, with state phases chosen so that $C_3>0$. A van der Waals shift is written $-C_6/R^6$, so positive $C_6$ means attraction.

Derivations use atomic units. Results are in MHz and μm, with $C_3$ in GHz μm³ and $C_6$ in GHz μm⁶; energies in frequency units are divided by Planck's constant.

I assume non-overlapping atoms, no external field, no retardation and no hyperfine structure. The field condition is strict: the $f$ level is very polarizable, and at $n=43$ an electric field of about 30 mV/cm along the axis already changes $\Delta$ by a tenth. One channel is treated fully; the others are estimated at the end.

## Simplest case: two levels

Let $|dd\rangle$ couple to one state at energy $\Delta$:

$$H=\begin{pmatrix}0&V\\V&\Delta\end{pmatrix},\qquad \lambda^2-\Delta\lambda-V^2=0 .$$

The roots are $\lambda=\tfrac12\Delta\pm\tfrac12\sqrt{\Delta^2+4V^2}$. Their product is $-V^2$, so for $V>0$ neither passes through zero. The root that vanishes as $V\to0$ takes the minus sign if $\Delta>0$ and the plus sign if $\Delta<0$. Hence the level that becomes $|dd\rangle$ at infinite $R$ is

$$E(R)=\frac{\Delta}{2}-\frac{\operatorname{sgn}\Delta}{2}\sqrt{\Delta^2+4V^2}.\tag{1}$$

Its sign is opposite to that of $\Delta$: the $dd$ level is pushed away from the $pf$ level. If $pf$ lies below, the atoms repel.

**Far limit.** Put $x=2V/|\Delta|$ and use $\sqrt{1+x^2}=1+x^2/2-x^4/8+\dots$. Then

$$E=-\frac{V^2}{\Delta}+\frac{V^4}{\Delta^3}-\dots,\qquad C_6=\frac{C_3^2}{\Delta}.\tag{2}$$

The first correction, relative to the leading term, is $-V^2/\Delta^2$.

**Near limit.** For $V\gg|\Delta|$, expand the root in $\Delta/2V$ instead:

$$E=-\operatorname{sgn}(\Delta)\left[V+\frac{\Delta^2}{8V}+\dots\right]+\frac{\Delta}{2}.\tag{3}$$

The leading term is $C_3/R^3$ in size. The constant $\Delta/2$ remains because the two states share their energy offset equally.

**Where the laws meet.** Equating $C_3/R^3$ with $C_3^2/(|\Delta|R^6)$ gives

$$R_c=\left(\frac{C_3}{|\Delta|}\right)^{1/3}.\tag{4}$$

Here $V=|\Delta|$, and (1) gives $|E|=|\Delta|(\sqrt5-1)/2\approx0.618|\Delta|$. Either power law alone would give $|\Delta|$, so neither is accurate at this distance.

**Local exponent.** Let $q=\sqrt{1+x^2}$, so $|E|=\tfrac12|\Delta|(q-1)$. Since $dq/d\ln x=x^2/q=(q^2-1)/q$,

$$\frac{d\ln|E|}{d\ln x}=\frac{1}{q-1}\,\frac{q^2-1}{q}=1+\frac1q .$$

But $x\propto R^{-3}$, so

$$\frac{d\ln|E|}{d\ln R}=-3\left(1+\frac1q\right).\tag{5}$$

The exponent is $-6$ at large $R$, where $q\to1$, and tends to $-3$ at small $R$, where $q\to\infty$.

**Composition.** For an eigenvector $(\alpha,\beta)$ the first row gives $V\beta=E\alpha$. The $pf$ fraction is therefore $E^2/(E^2+V^2)$. With $V^2=\tfrac14\Delta^2(q^2-1)$,

$$E^2+V^2=\tfrac14\Delta^2(q-1)\big[(q-1)+(q+1)\big]=\tfrac12\Delta^2q(q-1),$$

$$P_{pf}=\frac{q-1}{2q}=\frac12\left(1-\frac1q\right).\tag{6}$$

It rises from zero to one half. The van der Waals law is thus the regime of weak admixture.

**Resonance itself.** If $\Delta=0$, the energies are $\pm V$ at every finite $R$, each state is an equal mixture, and $C_6$ does not exist. Neither branch is then singled out as the continuation of $|dd\rangle$.

## Generalizing: real atoms supply three states

**The interaction.** Let $\mathbf r_1,\mathbf r_2$ be the electron positions relative to their singly charged cores. With $F(\mathbf q)=1/|\mathbf R+\mathbf q|$, the Coulomb energy between the atoms is

$$W=F(0)+F(\mathbf r_2-\mathbf r_1)-F(-\mathbf r_1)-F(\mathbf r_2).$$

Expand to second order in the electron positions. The constants cancel in pairs, and the linear terms cancel because $(\mathbf r_2-\mathbf r_1)+\mathbf r_1-\mathbf r_2=0$. The quadratic terms leave $-r_{1i}r_{2j}\,\partial_i\partial_jF(0)$. Since $\partial_i\partial_jF(0)=(3R_iR_j/R^2-\delta_{ij})/R^3$,

$$W\simeq\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.\tag{7}$$

**Selection of sublevels.** Equation (7) is unchanged by a common rotation about $z$, so the total projection $M$ is conserved. Initially $M=5$. The largest projections in $p_{3/2}$ and $f_{7/2}$ are $3/2$ and $7/2$, whose sum is also 5, so one sublevel combination is available. With $f_{5/2}$ the largest sum is 4, and that channel is excluded for this initial state.

All these states are stretched: spin up, with orbital part $Y_{ll}=(-1)^lN_l\sin^l\theta\,e^{il\phi}$.

**Angular factor.** Define $r_\pm=x\pm iy$. Then

$$x_1x_2+y_1y_2=\tfrac12(r_{1+}r_{2-}+r_{1-}r_{2+}).$$

The $p$ atom loses one unit of orbital projection and the $f$ atom gains one. The $z_1z_2$ term changes neither projection and does not contribute.

Let $I_l=\int_0^\pi\sin^{2l+1}\theta\,d\theta$; normalization requires $2\pi N_l^2I_l=1$. Integration by parts gives $I_{l+1}=(2l+2)(I_l-I_{l+1})$, so $I_{l+1}/I_l=(2l+2)/(2l+3)$. Therefore

$$\langle Y_{l+1,l+1}|\sin\theta\,e^{i\phi}|Y_{ll}\rangle=-2\pi N_{l+1}N_lI_{l+1}=-\sqrt{\frac{2l+2}{2l+3}} .$$

For $d\to f$ this is $-\sqrt{6/7}$. For $d\to p$ the conjugate element with $l=1$ is $-\sqrt{4/5}$. The minus signs cancel in the product. With $\mathcal R_{dp}$ and $\mathcal R_{df}$ the radial integrals of $r$, the coupling to one ordering is

$$c=\frac{1}{2R^3}\sqrt{\frac67\cdot\frac45}\;\mathcal R_{dp}\mathcal R_{df}.$$

**Three states become two.** Either atom can become the $p$ atom, so $|dd\rangle$ couples equally to $|pf\rangle$ and $|fp\rangle$. These do not couple to each other, since a dipole operator cannot turn $p$ into $f$. Parity removes the diagonal dipole terms. Form

$$|B\rangle=\frac{|pf\rangle+|fp\rangle}{\sqrt2},\qquad |D\rangle=\frac{|pf\rangle-|fp\rangle}{\sqrt2}.$$

The couplings to $|dd\rangle$ are $(c+c)/\sqrt2=\sqrt2\,c$ and zero. The state $|D\rangle$ stays at $\Delta$, and $|B\rangle$ gives the two-level matrix with

$$C_3=\sqrt{\frac{12}{35}}\,|\mathcal R_{dp}\mathcal R_{df}|.\tag{8}$$

Leaving out the second ordering would halve $C_6$. Diagonalizing the three-state matrix confirmed (1), (5), (6), both limits and the unshifted state. Quadrature over the spherical harmonics confirmed the factor in (8).

**Other orientations.** For a general initial sublevel, $W$ connects two manifolds through a rectangular matrix. If each manifold is degenerate, a singular-value decomposition gives orthonormal states that couple in pairs or not at all, each coupled pair obeying (1) with its own $C_3$. With both $f_{5/2}$ and $f_{7/2}$ present, their splitting makes this pairing only approximate. At $n=43$ the splitting is about a quarter of $|\Delta|$.

## Where is the defect small?

Write the level energies as

$$E_{nl}=-\frac{\mathrm{Ry}}{(n-\delta_l)^2},\qquad \delta_l(n)=\delta_0+\frac{\delta_2}{(n-\delta_0)^2}.$$

The quantum defects are measured spectroscopic inputs, not derived here. Those for the main channel are:

| level | $\delta_0$ | $\delta_2$ |
|---|---:|---:|
| $p_{3/2}$ | 2.6416737 | 0.295 |
| $d_{5/2}$ | 1.3464657 | −0.596 |
| $f_{7/2}$ | 0.0165437 | −0.086 |

Let $\nu=n-\delta_d$. The other effective quantum numbers are $\nu+a$ and $\nu-b$, where

$$a=2+\delta_d-\delta_p,\qquad b=2-\delta_d+\delta_f,\qquad s=a-b=2\delta_d-\delta_p-\delta_f .$$

**Limit of equal defects.** If all three defects coincide, as in nonrelativistic hydrogen, then $a=b=2$ and

$$\Delta=-\mathrm{Ry}\left[\frac1{(\nu+2)^2}+\frac1{(\nu-2)^2}-\frac2{\nu^2}\right].$$

The function $1/\nu^2$ is convex, so the bracket is positive and $\Delta<0$ for every $\nu>2$. There is no crossing. In this channel a resonance needs the quantum defects to work against this curvature. (The unshifted pair $np+nf$ is different: with equal defects it is exactly degenerate with $nd+nd$.)

**General case.** For $\nu\gg1$,

$$\frac1{(\nu+a)^2}=\frac1{\nu^2}\left(1-\frac{2a}{\nu}+\frac{3a^2}{\nu^2}-\frac{4a^3}{\nu^3}+\dots\right),$$

and the other fraction follows by $a\to-b$. Adding them and subtracting $2/\nu^2$ gives

$$\Delta\simeq\mathrm{Ry}\left[\frac{2s}{\nu^3}-\frac{3(a^2+b^2)}{\nu^4}\right].\tag{9}$$

The first term is the mismatch of quantum defects; the second is the curvature. For small positive $s$ they cancel at

$$\nu_\ast\simeq\frac{3(a^2+b^2)}{2s}.\tag{10}$$

At $n=43$, $a=0.70428$, $b=0.67037$ and $s=0.03391$. Then $a^2+b^2=0.9454$, and

$$\nu_\ast\simeq\frac{2.836}{0.06782}=41.8,\qquad n_\ast\simeq41.8+1.35\simeq43.2 .$$

Solving $\Delta(n)=0$ without expansion, with $n$ treated as continuous, gives 43.11. The next two terms in the series explain most of the difference. They change the numerator in (10) by $-4(a^3-b^3)/\nu+5(a^4+b^4)/\nu^2\approx-0.003$, which lowers $\nu_\ast$ by about 0.05.

The nearest integer is 43, which also has the smallest $|\Delta|$ in this channel for $20\le n\le100$:

$$43d_{5/2}+43d_{5/2}\;\longleftrightarrow\;45p_{3/2}+41f_{7/2},\qquad \Delta=-8.3\ \text{MHz}.$$

**How delicate is it?** With $\mathrm{Ry}=3.2898\times10^9$ MHz and $\nu=41.654$, $\mathrm{Ry}/\nu^4\approx1093$ MHz. The terms in (9) are then about $+3088$ and $-3100$ MHz. A defect of a few MHz is left after two quantities near 3 GHz cancel, so (9) locates the crossing but is too coarse for $\Delta$ at 43. The quoted value uses the full energies.

Differentiating $-\mathrm{Ry}/(n-\delta_p)^2$ at fixed $n$ gives

$$\frac{\partial\Delta}{\partial\delta_p}=-\frac{2\,\mathrm{Ry}}{\nu_p^3}.$$

Raising $\delta_p$ by $10^{-5}$ changes $\Delta$ by $-0.87$ MHz, about a tenth of the defect. Raising it by $10^{-4}$ moves the crossing by only 0.11 in $n$. The location is robust; the size of $\Delta$, and therefore of $C_6$, is much less so. Changing $\delta_2$ of $f_{7/2}$ by 0.007, about its measurement uncertainty, moves $\Delta$ by 0.4 MHz, so $\Delta$ and $C_6$ at $n=43$ are known to roughly 5%, not to all the digits carried below.

**Other partners.** For $(n+k)p+(n-k)f$, replace 2 by $k$ in $a$ and $b$. The expression for $s$ stays the same, while $a^2+b^2$ changes. The crossings lie at $n\approx13.3$ for $k=1$ and $n\approx248$ for $k=3$. Among these three families, $k=2$ supplies the resonance at intermediate $n$.

Changing the fine-structure levels changes $s$, and (10) amplifies the change:

| $k=2$ channel | crossing $n$ | best $n$ | $\Delta$ (MHz) |
|---|---:|---:|---:|
| $d_{5/2};p_{3/2},f_{7/2}$ | 43.11 | 43 | −8.3 |
| $d_{5/2};p_{3/2},f_{5/2}$ | 43.08 | 43 | −6.1 |
| $d_{3/2};p_{1/2},f_{5/2}$ | 58.43 | 58 | −6.9 |
| $d_{3/2};p_{3/2},f_{5/2}$ | 39.59 | 40 | 47.0 |

The first two rows differ by 2.3 MHz, the $f$ splitting that limits the single-channel treatment of other orientations. The last row shows that a crossing need not produce a near resonance: it falls between integers. The third also misses an integer by 0.43, yet its defect is small. By (9), the slope at a crossing with $s$ held fixed is $2\,\mathrm{Ry}\,s/\nu^4$, which is lower at this larger $\nu$ and smaller $s$.

## Strength of the resonant coupling

Outside the core the radial function $u=r\,R_{\nu l}(r)$, where $R_{\nu l}$ is the radial part of the wavefunction, obeys

$$u''=\left[\frac{l(l+1)}{r^2}-\frac2r+\frac1{\nu^2}\right]u .$$

The effective quantum number fixes the energy, and $u$ must decay at large $r$. I integrate inward, stop at 6 bohr and normalize $\int u^2dr=1$. The integral is $\mathcal R=\int u_1\,r\,u_2\,dr$. This Coulomb approximation omits the detailed core wavefunction. Moving the cutoff to 3 bohr changes the product of the two integrals by less than $10^{-4}$ of its value, because the electron spends little time so close to the core. Nearly all of this change comes through the normalization.

For $n=43$ the integrals are 1348 bohr to $45p$ and 1374 bohr to $41f$. Thus

$$C_3=0.5855\times1348\times1374\ \text{a.u.}=1.06\ \text{GHz μm}^3 .$$

Equations (2) and (4) then give

$$C_6=\frac{(1.057)^2}{-0.00833}\approx-134\ \text{GHz μm}^6,\qquad R_c=\left(\frac{1057}{8.33}\right)^{1/3}\approx5.0\ \text{μm}.$$

The negative $C_6$ means repulsion, as it must when the $pf$ pair lies below.

The neighbouring values of $n$ separate the two causes of a large $C_6$. From $n=42$ to 44, $C_3$ rises smoothly from 0.96 to 1.16 GHz μm³. Over the same range $\Delta$ runs through $-94.7$, $-8.3$ and $+62.9$ MHz, and the two-level $C_6$ through $-9.7$, $-134$ and $+21.6$ GHz μm⁶. The peak and the sign change come from the denominator.

## Testing the crossover at n = 43

| $R$ (μm) | $E$ (MHz) | exponent | $pf$ fraction |
|---:|---:|---:|---:|
| 3.0 | 35.2 | −3.32 | 0.447 |
| 5.025 ($=R_c$) | 5.15 | −4.34 | 0.276 |
| 7.0 | 1.02 | −5.41 | 0.098 |
| 10.0 | 0.132 | −5.91 | 0.015 |

At 10 μm the van der Waals law gives 0.134 MHz. The correction in (2) is $-(R_c/R)^6\approx-0.016$ relative to this, which brings it to 0.132 MHz.

At 3 μm the $C_3$ law gives 39.2 MHz. Adding $\Delta/2=-4.2$ MHz gives 35.0 MHz, and the term $\Delta^2/8V\approx0.2$ MHz in (3) recovers 35.2 MHz. The van der Waals law would give 184 MHz there. Second-order perturbation theory fails because the state is already almost half $pf$.

## Generalizing again: the channels left out

Other pair states $i$ contribute, in second order,

$$C_6^{\rm bg}=\sum_{i\ne pf}\frac{|\langle i|R^3W|dd\rangle|^2}{E_i-2E_{nd}} .$$

I sum the other $pf$ pairs and the $ff$ pairs with principal quantum numbers within 6 of $n$, using $f_{7/2}$ energies for all $f$ states. Pairs of two $p$ states cannot reach $M=5$. States outside the window and the continuum are omitted, so this is an estimate.

At $n=43$ the background is $+4.1$ GHz μm⁶, or 3% of the resonant $|C_6|$ and opposite in sign. At $n=42$ and 44 it is $+3.1$ and $+5.2$ GHz μm⁶, about 32% and 24% of the two-level magnitudes. One step away from resonance, a quantitative $C_6$ already needs more channels.

Even at $n=43$ the two-level model has a lower limit in distance. Well inside $R_c$ the resonant shift grows as $R^{-3}$ but the background estimate grows as $R^{-6}$, so their ratio grows as $R^{-3}$. The background shift is $-0.25$ MHz at $R_c$, 5% of $|E|$, and $-5.6$ MHz at 3 μm, 16% of $|E|$. There the resonant exponent is still $-3.32$. On this estimate, other channels change the energy by several percent or more before the two-level exponent has reached $-3$. Being opposite in sign and steeper in $R$, the background moves the local exponent of the total shift toward $-3$ at this distance, so an exponent near $-3$ does not by itself show pure two-level behaviour. These background shifts are for a pure $dd$ state. To first order, the mixed level feels them in proportion to its $dd$ fraction, $1-P_{pf}$. That reduces them to about $-0.18$ MHz (4% of $|E|$) at $R_c$ and $-3.1$ MHz (9%) at 3 μm. Background shifts of the $pf$ state are not included, so these numbers indicate size and are not corrections to add.

Equation (7) also leaves out higher multipoles. The lowest one that shifts $|dd\rangle$ in first order is the interaction between the atoms' permanent quadrupole moments, $6Q^2/R^5$ with $Q=-\tfrac27\langle r^2\rangle$. It is repulsive and amounts to less than 1% of $|E|$ at every distance in the table.

Wavefunction overlap is a separate limit. The classical outer radius of an electron orbit is about $2\nu^2\approx3500$ bohr, roughly 0.2 μm, so the atoms are well separated throughout the table. The numerical output lists further distances and the values before rounding.

## Numbers as computed

```
Rydberg frequency for mass number 87: 3.289821e+09 MHz
Measured inputs: level, delta0, delta2 (dimensionless)
  p1/2  2.65488490  0.29000
  p3/2  2.64167370  0.29500
  d3/2  1.34809171  -0.60286
  d5/2  1.34646572  -0.59600
  f5/2  0.01651920  -0.08500
  f7/2  0.01654370  -0.08600
Effective n: 43d5/2, 45p3/2, 41f7/2 = 41.65388, 42.35816, 40.98351
At n=43: a = 0.70428, b = 0.67037, s = 0.03391
Crossing n for k=2: estimate 43.162, numerical 43.108
Crossing n for k=1: 13.28; for k=3: 247.6
Fine-structure channel, crossing n, best integer n, defect (MHz)
  d5/2 p3/2 f7/2  43.108  43  -8.33
  d5/2 p3/2 f5/2  43.078  43  -6.05
  d3/2 p1/2 f5/2  58.430  58  -6.92
  d3/2 p3/2 f5/2  39.590  40  47.01
Defect change for delta_p + 1e-5, n=43: -0.866 MHz
Crossing change for delta_p + 1e-4: 0.112 in n
Radial integral 43d-45p: 1348.2 bohr
Radial integral 43d-41f: 1373.6 bohr
Relative change of their product, cutoff 6 to 3 bohr: 6.6e-05
Angular factor sqrt(12/35): 0.58554
n, defect (MHz), C3 (GHz um^3), two-level C6 (GHz um^6), background C6 (GHz um^6), Rc (um)
  42  -94.65  0.9573  -9.68  3.14  2.163
  43  -8.33  1.0572  -134.11  4.07  5.025
  44  62.88  1.1648  21.58  5.23  2.646
Background/two-level C6 at n=43: -0.0303
n=43: R (um), exact two-level shift, -C6/R^6, C3 law (MHz), exponent, pf fraction, background shift (MHz)
  3.000  35.2101  183.9616  39.1562  -3.317  0.4471  -5.5782
  4.000  12.8693  32.7412  16.5190  -3.734  0.3777  -0.9928
  5.025  5.1509  8.3344  8.3344  -4.342  0.2764  -0.2527
  7.000  1.0160  1.1399  3.0823  -5.412  0.0980  -0.0346
  10.000  0.1320  0.1341  1.0572  -5.908  0.0154  -0.0041
  15.000  0.0118  0.0118  0.3132  -5.992  0.0014  -0.0004
```
